\section*{The time-step limit of velocity Verlet for a silicon vibration}

\section*{Question}

I am preparing a molecular dynamics run of a collision cascade in silicon, as produced by ion implantation. The integrator is velocity Verlet with a fixed time step. I have been told that a 15.5 THz silicon vibration becomes ``linearly unstable'' above a time step of about 20.5 fs, and I am asked to show it.

The period of this vibration is 64.5 fs, so a step of 20.5 fs still gives about three points per period. I expected the accuracy to get worse gradually, not a sharp limit. I put the force $-m\omega^2x$ into the position update, but the velocity update contains the new position as well, and there I got stuck. Where does the threshold come from? And if it is right, may I run my cascade at 15 fs?

\section*{Answer}

The threshold is sharp because one step of the algorithm, applied to a harmonic force, is multiplication by a fixed matrix. Repeated multiplication either keeps all starting states bounded or it does not, and the step size decides which. Your second question has a different answer, because a cascade is not a small vibration. I take the two in turn.

\subsection*{One step as a matrix}

Let $x$ be the displacement from equilibrium, $v$ its velocity and $h$ the time step. The vibration has frequency $f$ and angular frequency $\omega=2\pi f$, and its acceleration is $-\omega^2x$. Velocity Verlet reads
\begin{align}
x_{n+1}&=x_n+hv_n-\tfrac12h^2\omega^2x_n,\\
v_{n+1}&=v_n-\tfrac12h\omega^2(x_n+x_{n+1}).
\end{align}
The new position in the second line is no obstacle, since the first line already gives it. It helps to measure velocity as a length, $u=v/\omega$, and to use the dimensionless step $\alpha=\omega h$. Then $hv_n=\alpha u_n$, and the position update becomes
\begin{equation}
x_{n+1}=\left(1-\tfrac12\alpha^2\right)x_n+\alpha u_n .
\end{equation}
Divide the velocity update by $\omega$ and insert this result:
\begin{align}
u_{n+1}&=u_n-\tfrac12\alpha(x_n+x_{n+1})\nonumber\\
&=u_n-\tfrac12\alpha\left[\left(2-\tfrac12\alpha^2\right)x_n+\alpha u_n\right]\nonumber\\
&=-\alpha\left(1-\tfrac14\alpha^2\right)x_n+\left(1-\tfrac12\alpha^2\right)u_n .
\end{align}
With the abbreviations $c=1-\alpha^2/2$ and $s=1-\alpha^2/4$, the whole step is
\begin{equation}
\begin{pmatrix}x_{n+1}\\u_{n+1}\end{pmatrix}
=M\begin{pmatrix}x_n\\u_n\end{pmatrix},\qquad
M=\begin{pmatrix}c&\alpha\\-\alpha s&c\end{pmatrix}.
\end{equation}
After $n$ steps the state is $M^n$ times the starting state. ``Linearly unstable'' means that the powers $M^n$ grow without bound.

\subsection*{The eigenvalues}

The determinant of $M$ is
\begin{equation}
c^2+\alpha^2s=1-\alpha^2+\tfrac14\alpha^4+\alpha^2-\tfrac14\alpha^4=1,
\label{det}
\end{equation}
and its trace is $2c=2-\alpha^2$. The eigenvalues $\lambda$ therefore satisfy
\begin{equation}
\lambda^2-(2-\alpha^2)\lambda+1=0 .
\end{equation}
Under the square root of the solution stands $c^2-1=-\alpha^2+\alpha^4/4$, so that
\begin{equation}
\lambda_\pm=1-\tfrac12\alpha^2\pm\alpha\sqrt{\tfrac14\alpha^2-1}.
\label{eig}
\end{equation}
The product of the two eigenvalues is 1. If the root is imaginary, they are complex conjugates, and a product of 1 then means that both have modulus 1. If the root is real and nonzero, they are two different real numbers with product 1, so one of them has modulus above 1. The change occurs at $\alpha=2$.

\subsection*{Below the limit: bounded motion}

For $0<\alpha<2$ we have $s>0$. Consider $Q=u^2+sx^2$. One step later it is
\begin{align}
Q_{n+1}&=(-\alpha s x_n+cu_n)^2+s(cx_n+\alpha u_n)^2\nonumber\\
&=s(c^2+\alpha^2s)x_n^2+(c^2+\alpha^2s)u_n^2\nonumber\\
&=sx_n^2+u_n^2=Q_n .
\end{align}
The cross terms $-2\alpha scx_nu_n$ and $+2\alpha scx_nu_n$ cancel, and the last line uses (\ref{det}). The state thus stays on an ellipse, and neither $x$ nor $u$ can run away.

The ellipse becomes very long near the limit. To see how long, write $\lambda_\pm=e^{\pm i\theta}$ with $0<\theta<\pi$. Then
\begin{equation}
\cos\theta=1-\tfrac12\alpha^2,\qquad \sin\tfrac{\theta}{2}=\tfrac{\alpha}{2},
\label{theta}
\end{equation}
because $1-\cos\theta=2\sin^2(\theta/2)$. A matrix satisfies its own eigenvalue equation, so $M^2=2\cos\theta\,M-1$, and hence $x_{n+1}=2\cos\theta\,x_n-x_{n-1}$. If the motion starts at $x_0=0$ with velocity $u_0$, then $x_1=\alpha u_0$, and the solution is
\begin{equation}
x_n=\alpha u_0\frac{\sin n\theta}{\sin\theta}=\frac{u_0}{\sqrt s}\sin n\theta .
\end{equation}
The last form follows from $\sin\theta=2\sin(\theta/2)\cos(\theta/2)=\alpha\sqrt s$. The true amplitude would be $u_0$. The computed one is larger by up to $1/\sqrt s$, which diverges as $\alpha\to2$.

\subsection*{At the limit and above it}

At $\alpha=2$ we have $c=-1$ and $s=0$, and
\begin{equation}
M=-\left(1-N\right),\qquad N=\begin{pmatrix}0&2\\0&0\end{pmatrix},\qquad N^2=0 .
\end{equation}
Since $N^2=0$, the binomial expansion stops after two terms: $M^n=(-1)^n(1-nN)$. This gives
\begin{equation}
x_n=(-1)^n(x_0-2nu_0).
\end{equation}
A start with zero velocity flips between $x_0$ and $-x_0$. For any other start the displacement eventually grows in proportion to the number of steps, so the limit itself is already unstable.

For $\alpha>2$ set $\beta=\alpha/2>1$. Equation (\ref{eig}) becomes
\begin{equation}
\lambda_\pm=1-2\beta^2\pm2\beta\sqrt{\beta^2-1}
=-\left(\beta\mp\sqrt{\beta^2-1}\right)^2 ,
\end{equation}
as squaring the bracket confirms. The eigenvalue of larger modulus is $\lambda_-=-G$ with
\begin{equation}
G=\left(\beta+\sqrt{\beta^2-1}\right)^2>1 .
\end{equation}
Apart from starts lying precisely on the decaying eigenvector, the displacement eventually changes sign at each step and grows by the factor $G$.

The mechanism can be seen in a single step from rest. The algorithm uses the force at $x_0$ for the whole move and puts the atom at $x_1=(1-\alpha^2/2)x_0$. For $\alpha=2$ this is $-x_0$, the mirror position. For a larger step the atom lands further out on the other side than where it began. It then feels a stronger restoring force, and the next overshoot is larger still.

\subsection*{The number for 15.5 THz}

The condition $\omega h<2$ gives the limiting step
\begin{equation}
h_c=\frac{2}{\omega}=\frac{1}{\pi f}
=\frac{1}{\pi\times15.5\times10^{12}\ \mathrm{s^{-1}}}=20.54\ \mathrm{fs}.
\end{equation}
This is the result you were asked to show. A search for the step at which the integrator's own one-step matrix acquires an eigenvalue of modulus above 1 also gives 20.54 fs.

The limit corresponds to $1/(fh_c)=\pi$ steps per true period, which is your ``about three points''. The computed motion, however, has a different period. At the limit $\theta=\pi$, and a start from rest repeats every two steps. The algorithm has run out of room: a phase advance of half a turn per step is the largest it can represent as an oscillation.

Runs on either side show how sharp the change is:
\begin{itemize}
\item At $h=20.5$ fs the motion is bounded, but a start from $x=0$ reaches 16.9 times the true amplitude. At 20.0 fs the factor is 4.4.
\item At $h=20.6$ fs the displacement, once the growing eigenvector dominates, increases by a factor 1.17 per step, or a thousandfold in about 44 steps.
\item At $h=21.0$ fs we have $\beta=21.0/20.536=1.023$ and $G=1.53$. At this rate a thousandfold growth takes about 16 steps, or 0.34 ps.
\end{itemize}

\subsection*{Stable does not mean accurate}

Your expectation of a gradual loss of accuracy is also right, below the limit. The phase advance per step defines the computed frequency through $\theta=2\pi f_{\rm num}h$. With (\ref{theta}),
\begin{equation}
f_{\rm num}=\frac{\arcsin(\pi fh)}{\pi h}
\approx f\left[1+\frac{(\pi fh)^2}{6}\right]\quad(\pi fh\ll1),
\end{equation}
from $\arcsin z\approx z+z^3/6$. The computed vibration is too fast. Relative to 15.5 THz, the error found by timing the zero crossings is 0.04\% at 1 fs, 0.16\% at 2 fs and 1.0\% at 5 fs.

\subsection*{From one vibration to a crystal}

For small displacements, the atoms of a crystal obey $m_i\ddot x_i=-\sum_jK_{ij}x_j$, with a symmetric stiffness matrix $K$. In the coordinates $y_i=\sqrt{m_i}\,x_i$ this is $\ddot y=-Dy$, with $D_{ij}=K_{ij}/\sqrt{m_im_j}$. Since $D$ is symmetric, a fixed rotation of the coordinates makes it diagonal, with the squared mode frequencies $\omega_k^2$ as entries. The Verlet updates are linear in positions, velocities and accelerations, so the same rotation splits them into separate updates, one per mode. Each mode with $\omega_k>0$ has its own condition $\omega_kh<2$. (The rigid translations of a periodic crystal have $\omega_k=0$ and simply drift at constant velocity, as they do in the true motion.) The highest frequency sets the limit:
\begin{equation}
h<\frac{2}{\omega_{\max}} .
\end{equation}
For a chain of six atoms with unequal masses and springs, held between fixed ends, the threshold of the full integrator agrees with $2/\omega_{\max}$ to six decimals.

The frequency that counts is therefore that of the potential in your simulation, not the measured one. Real silicon has its zone-centre optical vibration, in which the two sublattices move against each other, at roughly 15.5 THz. The Stillinger--Weber potential puts the same vibration at 17.8 THz, which lowers its limit to 17.9 fs. A step of 19 fs would satisfy the condition for 15.5 THz and violate it for this potential. If a potential has a still higher mode elsewhere in its spectrum, the limit drops further.

The threshold also holds with the full Stillinger--Weber forces when the amplitude is tiny. With a starting sublattice shift of $10^{-7}$ nm and a step of 0.98 times the limit, the shift never exceeded its starting value by more than 1\% in 2000 steps. At 1.02 times the limit it grew by 1.491 per step, in agreement with $G$ for $\beta=1.02$.

\subsection*{Warm crystal: trouble begins earlier}

At finite temperature the force is no longer strictly proportional to the displacement. As a rough model, I let all two-atom cells move alike and give the sublattice shift in each cell the classical mean potential energy $\tfrac12k_{\rm B}T$ per axis. The root-mean-square shift per axis is then 0.0038 nm at 300 K and 0.0078 nm at 1300 K, an annealing temperature. If a shift of this size shortens one bond, the local stiffness rises, and the local value of $2/\omega$ falls by 3.5\% and 6.9\% respectively. These figures estimate the size of the effect. They are not new stability limits, because the stiffness changes during the motion.

A direct run is more telling. I started the same mode at its equilibrium position with kinetic energy $\tfrac32k_{\rm B}T$ per two-atom cell at 300 K, in one general direction, and followed it for up to 2000 steps. Since the start has no potential energy, the total is only half of the classical thermal energy $3k_{\rm B}T$ of three axes, so this is a mild test:
\begin{center}
\begin{tabular}{cl}
$h/h_c$ & Outcome\\
0.10 & largest shift 0.0066 nm\\
0.50 & largest shift 0.0076 nm\\
0.80 & largest shift 0.0118 nm\\
0.90 & beyond 0.06 nm at step 15\\
0.97 & beyond 0.06 nm at step 9
\end{tabular}
\end{center}
Here $h_c$ is the Stillinger--Weber limit of 17.9 fs. At $0.90h_c$, or 16 fs, the linear theory allows a largest shift of only $0.0065/\sqrt{1-0.90^2}=0.015$ nm, where 0.0065 nm is $v_0/\omega$ for this start. The escape is therefore a nonlinear effect below the linear limit. I have not traced its cause further. The five runs do not locate a thermal threshold, and the outcome is not monotonic in $h$. The same start leaves the range after several hundred steps at $0.707h_c$, where $\theta=\pi/2$ and the computed motion repeats every four steps, and within about 20 steps at $0.84h_c$, which is 15 fs. The runs also leave out the exchange of energy with other modes, so a bounded row does not show that a warm crystal is stable at that step.

The motion here is classical. The vibrational quantum is 0.064 eV, against $k_{\rm B}T=0.026$ eV at 300 K, so the classical thermal amplitude is not that of the real mode at room temperature. The linear limit $2/\omega$ is unaffected, since it depends only on the force constant and the mass.

\subsection*{May the cascade run at 15 fs?}

No. The 20.5 fs limit concerns atoms that stay near their lattice sites, whereas a cascade contains fast atoms and close collisions. Take a silicon recoil of 1 keV, a modest energy for implantation. Its speed is 0.0829 nm/fs, so in one step of 20.5 fs it would travel
\begin{equation}
0.0829\ \mathrm{nm/fs}\times20.54\ \mathrm{fs}=1.70\ \mathrm{nm},
\end{equation}
about seven bond lengths. It could jump past atoms it ought to hit.

Now let it meet a silicon atom at rest head-on, with the Ziegler--Biersack--Littmark repulsion between them and no other atoms present. The two approach to 0.049 nm. The curvature of the repulsion there corresponds to $2/\omega=0.55$ fs, nearly forty times below the limit for the vibration. Since the pair spends only a moment at this distance, 0.55 fs is a time scale for the collision and not a strict threshold.

The energy after the collision shows what this means in practice. Both runs began at a separation of one bond length, 0.235 nm. The energy of the relative motion, kinetic plus repulsive, starts at about 500 eV. This is half the recoil energy, because the other half belongs to the motion of the centre of mass. With $h=2$ fs the energy of the relative motion ended 79\% below its starting value, although this step is a tenth of the vibrational limit and gives a frequency error of only 0.16\% in the quiet crystal. With $h=0.02$ fs the error in the final energy was zero to four decimals of a percent. Another starting separation would let the 2 fs steps fall at other distances, so the 79\% belongs to this one start.

For a cascade, the step should therefore follow the fastest atom and the hardest collision under way. In the accurate run above, the recoil moved about 0.0017 nm per step. Speed grows as the square root of energy, so a 100 keV recoil needs a step ten times shorter to move the same distance. That alone does not ensure the same accuracy, because a harder head-on collision also reaches a steeper part of the repulsion and may need a still shorter step there. As the cascade cools, the step can be lengthened, up to a value set by the accuracy you need in the vibrations. The limit $1/(\pi f_{\max})$ remains as a ceiling that a fixed step must stay below even in a cold, undisturbed crystal. The main values used here are collected in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Mode frequency: 15.5 THz
Angular frequency: 0.09739 rad/fs
Period: 64.52 fs
Step limit from formula: 20.536 fs
Step limit from integrator map: 20.536 fs
Steps per period at the limit: 3.1416
h=20.0 fs: peak |x|/(v0/w), run 4.41, formula 4.41
h=20.5 fs: peak |x|/(v0/w), run 16.87, formula 16.87
At limit, |x|/(v0/w) after 100 steps: 200.00
h=20.6 fs: growth per step, run 1.1708, formula 1.1708
h=20.6 fs: steps for 1000-fold growth: 43.8
h=21.0 fs: growth per step, run 1.5285, formula 1.5285
h=21.0 fs: steps for 1000-fold growth: 16.3
h=1.0 fs: computed frequency 15.5061 THz, error 0.040 %
h=2.0 fs: computed frequency 15.5246 THz, error 0.159 %
h=5.0 fs: computed frequency 15.6574 THz, error 1.015 %
Six-atom network: found limit / highest-mode limit = 1.000000
Stillinger-Weber bond length: 0.2352 nm
Stillinger-Weber optical frequency: 17.83 THz
Stillinger-Weber step limit: 17.85 fs
Its growth per step at 1.02 limit: 1.4908
300 K: rms shift per axis 0.00376 nm, local 2/w changes by -3.5 %
1300 K: rms shift per axis 0.00783 nm, local 2/w changes by -6.9 %
300 K start, h=0.10 of SW limit: peak shift 0.0066 nm in 2000 steps
300 K start, h=0.50 of SW limit: peak shift 0.0076 nm in 2000 steps
300 K start, h=0.80 of SW limit: peak shift 0.0118 nm in 2000 steps
300 K start, h=0.90 of SW limit: left 0.06 nm range at step 15
300 K start, h=0.97 of SW limit: left 0.06 nm range at step 9
Vibrational quantum: 0.0641 eV
Thermal energy kT at 300 K: 0.0259 eV
Recoil energy: 1000 eV
Recoil speed: 0.08289 nm/fs
Path in one 15.5 THz limiting step: 1.702 nm
Closest approach: 0.0489 nm
Local 2/w at closest approach: 0.546 fs
Collision, h=0.02 fs: final energy error 0.0000 %
Collision, h=2.00 fs: final energy error -78.8305 %
\end{verbatim}
